# Finite-Size Scaling of the Antiferromagnetic Structure Factor from Spin-Wave Theory, part 1

(Sections cited here and not found follow in the second part.)

## 1. What symmetry and dimensions fix

A determinant quantum Monte Carlo calculation measures spin correlations on an $L\times L$ lattice. No direction in spin space is preferred there, and the average staggered moment vanishes. The order must be read from the square of the moment. If that square tends to $m^2$, each of the three spin components carries one third of it, so the $zz$ structure factor per site must tend to $m^2/3$.

Dimensions fix the form of the correction. Set $\hbar=1$. At long wavelengths a Néel antiferromagnet is described by its staggered moment $m$, its spin stiffness $\rho_s$ and its spin-wave velocity $c$. In two dimensions $\rho_s$ is an energy and $c$ is an energy times a length, so $c/\rho_s$ is a length. If the lattice constant enters through these three parameters alone, the squared moment $M_L^2$ of the finite system obeys

$$\frac{M_L^2}{m^2}=\Phi\!\left(\frac{c}{\rho_sL}\right),\qquad \Phi(0)=1 .$$

The long-wavelength action, written with the time variable $c\tau$, has the overall factor $\rho_s/c$. Its inverse therefore measures the strength of the fluctuations, and the leading fluctuation correction contains one power of $c/\rho_s$. That power must come with one power of $1/L$:

$$\frac{\mathcal S_{zz}(\mathbf Q)}{N}=\frac{m^2}{3}\left[1+\alpha\,\frac{c}{\rho_sL}+\dots\right]. \tag{1}$$

This argument gives neither the value nor the sign of the pure number $\alpha$. Spin-wave theory supplies both.

## 2. Model and conventions

The derivation uses the nearest-neighbour Heisenberg model

$$H=J\sum_{\langle ij\rangle}\mathbf S_i\cdot\mathbf S_j,\qquad J>0,$$

with spin $S$ on a periodic square lattice of $N=L^2$ sites. The lattice constant is 1 and $L$ is even, so that the two sublattices $A$ and $B$ match across the boundary. Let $\varepsilon_i=+1$ on $A$ and $-1$ on $B$. With $\mathbf Q=(\pi,\pi)$ this is $\varepsilon_i=e^{i\mathbf Q\cdot\mathbf r_i}$.

Calligraphic letters denote structure factors, to keep them apart from the spin length $S$:

$$\mathcal S(\mathbf q)=\frac1N\sum_{ij}e^{i\mathbf q\cdot(\mathbf r_i-\mathbf r_j)}\langle\mathbf S_i\cdot\mathbf S_j\rangle,\qquad
\mathcal S_{zz}(\mathbf Q)=\frac1N\sum_{ij}\varepsilon_i\varepsilon_j\langle S_i^zS_j^z\rangle .$$

The squared staggered moment per site is

$$M_L^2=\frac1{N^2}\Big\langle\Big(\sum_i\varepsilon_i\mathbf S_i\Big)^2\Big\rangle=\frac{\mathcal S(\mathbf Q)}{N}. \tag{2}$$

The moment $m$ of the infinite system is defined by $m^2=\lim_{L\to\infty}M_L^2$. With Néel order, this is the square of the staggered moment that appears when a weak staggered field is removed after the infinite-size limit.

In a Hubbard simulation $S_i^z=(n_{i\uparrow}-n_{i\downarrow})/2$. If the code accumulates correlations of $n_{i\uparrow}-n_{i\downarrow}$ instead, its structure factor is four times the one used here.

## 3. The factor one third

The ground state of this model on a finite lattice with equal sublattices is a unique state of total spin zero. It is unchanged by any common rotation of all spins. A quarter turn about the $x$ axis carries $S^z_iS^z_j$ into $S^y_iS^y_j$, and a quarter turn about $y$ carries it into $S^x_iS^x_j$. All three expectation values are equal, hence

$$\langle S_i^zS_j^z\rangle=\tfrac13\langle\mathbf S_i\cdot\mathbf S_j\rangle,\qquad
\frac{\mathcal S_{zz}(\mathbf Q)}N=\frac{M_L^2}{3}. \tag{3}$$

This holds at every $L$, not just in the limit. In a simulation at finite temperature without a field, the ensemble has the same rotational symmetry and (3) still applies.

Exact diagonalization of the $4\times4$ lattice with $S=1/2$ tests (3), with the two sides computed from different operators. The results are $M_4^2=0.27653$ from all pair products and $\mathcal S_{zz}(\mathbf Q)/N=0.09218$ from the $z$ components.

## 4. A sum rule for the order parameter

Ordinary spin-wave theory starts from a state with a chosen direction, whereas the finite system is a singlet. A sum rule lets us work with the rotation-invariant quantity $\mathcal S(\mathbf q)$ and avoids introducing a staggered field.

Sum $\mathcal S(\mathbf q)$ over the $N$ allowed momenta. Since $\sum_{\mathbf q}e^{i\mathbf q\cdot(\mathbf r_i-\mathbf r_j)}=N\delta_{ij}$,

$$\sum_{\mathbf q}\mathcal S(\mathbf q)=\sum_i\langle\mathbf S_i^2\rangle=NS(S+1).$$

Two terms are special. By (2), the term at $\mathbf Q$ is $NM_L^2$. The term at zero momentum is $\langle\mathbf S_{\rm tot}^2\rangle/N$, which vanishes in a singlet. Dividing by $N$ and solving for the squared moment gives

$$M_L^2=S(S+1)-\frac1N\sum_{\mathbf q\ne0,\mathbf Q}\mathcal S(\mathbf q). \tag{4}$$

The total spectral weight is fixed by the spin length. What the spin waves take at other momenta is missing from the order parameter.

## 5. Spin waves

Expand about a Néel state with spins up on $A$ and down on $B$, using one boson $a_i$ per site and $n_i=a_i^\dagger a_i$. At leading order in $1/S$ the Holstein–Primakoff representation is

$$A:\; S^z=S-n,\quad S^+=\sqrt{2S}\,a,\quad S^-=\sqrt{2S}\,a^\dagger;$$
$$B:\; S^z=-S+n,\quad S^+=\sqrt{2S}\,a^\dagger,\quad S^-=\sqrt{2S}\,a .$$

For neighbours $i\in A$, $j\in B$, the product of $z$ components is $-(S-n_i)(S-n_j)$. The transverse part is $\frac12(S_i^+S_j^-+S_i^-S_j^+)=S(a_ia_j+a_i^\dagger a_j^\dagger)$. Through order $S$,

$$\mathbf S_i\cdot\mathbf S_j=-S^2+S(n_i+n_j)+S(a_ia_j+a_i^\dagger a_j^\dagger).$$

Every site belongs to four bonds, so the number terms add to $4JS\sum_in_i$. Put $a_i=N^{-1/2}\sum_{\mathbf k}e^{i\mathbf k\cdot\mathbf r_i}a_{\mathbf k}$ and define

$$\gamma_{\mathbf k}=\tfrac12(\cos k_x+\cos k_y).$$

Summing over sites and their four neighbours counts each bond twice. Therefore

$$\sum_{\langle ij\rangle}a_ia_j=\tfrac12\sum_{\mathbf k}4\gamma_{\mathbf k}\,a_{\mathbf k}a_{-\mathbf k}=2\sum_{\mathbf k}\gamma_{\mathbf k}\,a_{\mathbf k}a_{-\mathbf k}.$$

Up to a constant, the Hamiltonian is

$$H=4JS\sum_{\mathbf k}\Big[a_{\mathbf k}^\dagger a_{\mathbf k}+\frac{\gamma_{\mathbf k}}2\big(a_{\mathbf k}a_{-\mathbf k}+a_{-\mathbf k}^\dagger a_{\mathbf k}^\dagger\big)\Big].$$

Introduce new bosons through $a_{\mathbf k}=u_{\mathbf k}b_{\mathbf k}+v_{\mathbf k}b_{-\mathbf k}^\dagger$, with $u=\cosh\vartheta$ and $v=\sinh\vartheta$. The relation $u^2-v^2=1$ preserves the commutators. The coefficient of the pair terms $b_{\mathbf k}b_{-\mathbf k}$ and their conjugates is $uv$ from the number term and $\frac{\gamma}{2}(u^2+v^2)$ from the pair term. It vanishes if

$$\tfrac12\sinh2\vartheta+\tfrac{\gamma}{2}\cosh2\vartheta=0,\qquad \tanh2\vartheta_{\mathbf k}=-\gamma_{\mathbf k}.$$

It follows that

$$\cosh2\vartheta=\frac1{\sqrt{1-\gamma^2}},\qquad \sinh2\vartheta=\frac{-\gamma}{\sqrt{1-\gamma^2}}. \tag{5}$$

The coefficient of $b^\dagger b$ is $4JS(\cosh2\vartheta+\gamma\sinh2\vartheta)$, which gives the energy

$$\omega_{\mathbf k}=4JS\sqrt{1-\gamma_{\mathbf k}^2}. \tag{6}$$

It vanishes at $\mathbf k=0$ and $\mathbf k=\mathbf Q$. There (5) diverges, because on a finite lattice these modes have no restoring force. They describe the common rotation of the whole order parameter.

## 6. The structure factor away from the zero modes

On both sublattices $S_i^x=\sqrt{S/2}\,(a_i+a_i^\dagger)$. In momentum space the operator in brackets is

$$a_{\mathbf q}+a_{-\mathbf q}^\dagger=(u+v)(b_{\mathbf q}+b_{-\mathbf q}^\dagger).$$

In the vacuum of $b$ the product of the last bracket with its conjugate has expectation value 1. The $x$ part of the structure factor is therefore

$$\mathcal S_{xx}(\mathbf q)=\frac S2(u+v)^2=\frac S2(\cosh2\vartheta+\sinh2\vartheta)
=\frac S2\,\frac{1-\gamma_{\mathbf q}}{\sqrt{1-\gamma_{\mathbf q}^2}}=\frac S2\sqrt{\frac{1-\gamma_{\mathbf q}}{1+\gamma_{\mathbf q}}}.$$

The $y$ component carries a sublattice sign, $S_i^y=\varepsilon_i\sqrt{S/2}\,(a_i-a_i^\dagger)/i$. The sign shifts the boson momentum to $\mathbf p=\mathbf q+\mathbf Q$, and the difference of operators brings in $(u-v)^2$:

$$\mathcal S_{yy}(\mathbf q)=\frac S2(\cosh2\vartheta_{\mathbf p}-\sinh2\vartheta_{\mathbf p})=\frac S2\sqrt{\frac{1+\gamma_{\mathbf p}}{1-\gamma_{\mathbf p}}}.$$

Since $\gamma_{\mathbf q+\mathbf Q}=-\gamma_{\mathbf q}$, this equals $\mathcal S_{xx}(\mathbf q)$. The $z$ component at $\mathbf q\neq\mathbf Q$ contains fluctuations of $n_i$ and is of order $S^0$. Adding the two transverse parts,

$$\mathcal S(\mathbf q)=S\sqrt{\frac{1-\gamma_{\mathbf q}}{1+\gamma_{\mathbf q}}}+O(S^0),\qquad \mathbf q\ne0,\mathbf Q. \tag{7}$$

This was computed in a state with a fixed axis. The singlet is a superposition of such states over all axes. A scalar quantity has the same value for each axis, and we take the interference between different axes and the coupling to the slow common rotation to be of higher order in $1/S$. That step is a physical argument rather than a proof. The comparison in section 8 uses true singlets and can expose an error in it.

Two limits have a direct meaning. For small $q$, $1-\gamma\simeq q^2/4$ and $1+\gamma\simeq2$, so $\mathcal S(\mathbf q)\simeq Sq/(2\sqrt2)$. It vanishes as $q\to0$, as the conserved total spin requires. Near the ordering vector the roles of the two factors are exchanged:

$$\mathcal S(\mathbf Q+\mathbf k)\simeq S\sqrt{\frac{2}{k^2/4}}=\frac{2\sqrt2\,S}{k}. \tag{8}$$

This divergence is the source of the $1/L$ correction.

## 7. The finite-lattice formula

Insert (7) into (4). The set of momenta without $0$ and $\mathbf Q$ is mapped onto itself by $\mathbf q\to\mathbf q+\mathbf Q$, which changes the sign of $\gamma$. We may replace the summand by the average of its two forms:

$$\frac12\left[\sqrt{\frac{1-\gamma}{1+\gamma}}+\sqrt{\frac{1+\gamma}{1-\gamma}}\right]
=\frac{(1-\gamma)+(1+\gamma)}{2\sqrt{1-\gamma^2}}=\frac1{\sqrt{1-\gamma^2}}.$$

With a prime for the omission of $0$ and $\mathbf Q$,

$$M_L^2=S^2+S-\frac SN{\sum_{\mathbf q}}'\frac1{\sqrt{1-\gamma_{\mathbf q}^2}}+O(S^0). \tag{9}$$

For the $4\times4$ lattice the sum can be done by hand. Of the 14 remaining momenta, six have $\gamma=0$ and eight have $|\gamma|=1/2$. The sum is $6+8/\sqrt{3/4}=15.238$. For $S=1/2$ this gives

$$M_4^2\simeq0.75-\frac{0.5\times15.238}{16}=0.2738,$$

about 1% below the exact $0.2765$.

## 8. A check with exact singlets

One lattice at one value of $S$ does not test an expansion in $1/S$. A ten-site periodic cluster with edge vectors $(3,1)$ and $(-1,3)$ is small enough for exact diagonalization at $S=1/2$, $1$ and $3/2$. Its eight momenta other than $0$ and $\mathbf Q$ all have $|\gamma|=1/4$. Formula (9) predicts the coefficient of $S$ in $M^2$ as

$$1-\frac1{10}\,\frac8{\sqrt{15/16}}=0.1738 .$$

From the exact moments define $R(S)=(M^2-S^2)/S$:

$$R(1)=1.174476-1=0.174476,\qquad R(3/2)=\frac{2.511210-2.25}{1.5}=0.174140.$$

If $R(S)=R_\infty+r/S$, the combination $3R(3/2)-2R(1)$ eliminates $r$. It gives $R_\infty=0.1735$, within 0.2% of the prediction.

The same extrapolation tests (7) momentum by momentum. At $\gamma=1/4$ it gives $\mathcal S(\mathbf q)/S=0.773$, against $0.775$ from the formula. At $\gamma=-1/4$ the values are $1.294$ and $1.291$. On this cluster the singlet follows the spin-wave result at leading order, with the two zero modes left out of the sum as in (9).

# Second half: the coefficient of 1/L and the extrapolation

## 9. Symbols and results carried over

The lattice has $N=L^2$ sites, lattice constant 1 and ordering vector $\mathbf Q=(\pi,\pi)$. The squared staggered moment is $M_L^2$, its infinite-size limit is $m^2$, and $\mathcal S_{zz}(\mathbf Q)/N=M_L^2/3$. The full spin structure factor is $\mathcal S(\mathbf q)$, and $\gamma_{\mathbf q}=(\cos q_x+\cos q_y)/2$. A prime on a momentum sum omits the zero modes. Leading-order spin-wave theory gave

$$M_L^2=S^2+S-\frac SN{\sum_{\mathbf q}}'\frac1{\sqrt{1-\gamma_{\mathbf q}^2}},\qquad
\omega_{\mathbf k}=4JS\sqrt{1-\gamma_{\mathbf k}^2},\qquad
\mathcal S(\mathbf Q+\mathbf k)\simeq\frac{2\sqrt2\,S}{k}.$$

## 10. Why the difference is of order 1/L

In the infinite system the normalized sum becomes the integral

$$W=\int\frac{d^2q}{(2\pi)^2}\frac1{\sqrt{1-\gamma_{\mathbf q}^2}}=1.393204,$$

taken over the Brillouin zone. At this order

$$M_L^2-M_\infty^2=S\left[W-\frac1N{\sum_{\mathbf q}}'\frac1{\sqrt{1-\gamma_{\mathbf q}^2}}\right]. \tag{10}$$

For a smooth periodic function, the difference between integral and full lattice sum falls faster than any power of $1/L$. Power laws come from the singular points and from the omitted terms. Near $\mathbf k=0$, $1-\gamma^2\simeq(k^2/4)\times2=k^2/2$, so the integrand is $\sqrt2/k$. It has the same form near $\mathbf Q$. The allowed momenta are $\mathbf k=2\pi\mathbf n/L$ with integer $\mathbf n$. For one singularity $1/k$,

$$\int\frac{d^2k}{(2\pi)^2}\frac1k-\frac1{L^2}{\sum_{\mathbf k}}'\frac1k
=\frac1{2\pi L}\left[\int\frac{d^2n}{|\mathbf n|}-{\sum_{\mathbf n}}'\frac1{|\mathbf n|}\right]\equiv\frac\alpha L. \tag{11}$$

Integral and sum are cut off smoothly in the same way at large $|\mathbf n|$, and the cutoff is removed after taking the difference. Less singular terms in the expansion of the integrand carry higher powers of $1/L$. The two singular points, each with weight $\sqrt2$, give

$$M_L^2-M_\infty^2=\frac{2\sqrt2\,S\,\alpha}{L}+o(1/L). \tag{12}$$

## 11. The number α

Write the inverse distance as an integral over Gaussians:

$$\frac1{|\mathbf n|}=\int_0^\infty dt\,t^{-1/2}e^{-\pi n^2t}.$$

A small lower limit on $t$ is a suitable smooth cutoff at large $|\mathbf n|$. Let $\theta(t)=\sum_{n=-\infty}^{\infty}e^{-\pi n^2t}$. The two-dimensional integral of the Gaussian is $1/t$, and its sum without the origin is $\theta^2(t)-1$. Hence

$$2\pi\alpha=\int_0^\infty dt\,t^{-1/2}\left[\frac1t-\theta^2(t)+1\right].$$

Call $I=\int_1^\infty dt\,t^{-1/2}[\theta^2(t)-1]$. The range $t>1$ contributes $\int_1^\infty t^{-3/2}dt-I=2-I$.

For $t<1$ use the Poisson summation formula, $\theta(t)=t^{-1/2}\theta(1/t)$. It turns the first two terms into

$$\frac1t-\theta^2(t)=-\frac1t\left[\theta^2(1/t)-1\right].$$

Substitute $t=1/s$, $dt=-ds/s^2$. The powers combine to $s^{1/2}\,s\,s^{-2}=s^{-1/2}$, so these terms contribute $-I$. The remaining 1 contributes $\int_0^1t^{-1/2}dt=2$. Altogether

$$\alpha=\frac{4-2I}{2\pi}=\frac{4-2(0.049868)}{2\pi}=0.6207. \tag{13}$$

As a test, the bracket in (10) multiplied by $L/(2\sqrt2)$ should approach $\alpha$. Direct lattice sums give $0.620991$ at $L=16$ and $0.620747$ at $L=256$, compared with $0.620746$ from (13).

For equal side lengths the sign has a simple meaning. The integral includes a cell of small momenta around each singular point, which the sum omits. This cell alone would give $4\ln(1+\sqrt2)/(2\pi)=0.561$, most of $\alpha$. The $L\times L$ lattice lacks these long-wavelength fluctuations, so it is more ordered than the infinite lattice, and $M_L^2$ approaches its limit from above at this order. On a strongly elongated lattice the sign can be reversed.

Leading-order spin-wave theory gives the squared staggered moment of an $L\times L$ lattice a positive $1/L$ correction, with $\alpha=0.6207$. It remains to express this correction through $c$ and $\rho_s$, extend it to renormalized parameters, and test how well fits recover the infinite-size moment.
